\section*{Retrapping of out-of-plane precession in an easy-plane layer with perpendicular polarizer}

\section{A layer without in-plane anisotropy}

A thin magnetic layer has unit magnetization $\mathbf m$ and easy plane $xy$. A current polarized along $\mathbf p=+\hat{\mathbf z}$ pulls $\mathbf m$ towards the plane's normal. Suppose first that no direction in the plane is preferred. The effective field is then $-M\,m_z\hat{\mathbf z}$, where $M\equiv M_{\rm eff}$ is the easy-plane field. On a circle of constant $m_z>0$ the magnetization precesses at the rate $\gamma M m_z$. The torque raises $m_z$ at the rate $\gamma a(1-m_z^2)$, where $a$ is the spin-torque field, and Gilbert damping lowers it at the rate $\alpha\gamma M m_z(1-m_z^2)$. The two cancel at
\begin{equation}
m_z=\frac{a}{\alpha M}. \label{eq:free}
\end{equation}
Any small $a>0$ sustains precession, so there is no threshold and no hysteresis.

An in-plane easy axis changes this. The rotating magnetization must now pass over an anisotropy hill twice per turn, which requires a minimum $m_z$ and, through \eqref{eq:free}, a minimum torque. Below that torque precession stops and $\mathbf m$ is retrapped in the plane. A magnetization at rest, however, stays in its valley until a larger torque pushes it out, much larger if the damping is weak. This difference is the origin of the current hysteresis.

\section{Equation of motion and rest states}

Let $x$ be the easy axis and $H_K$ its anisotropy field. All fields are in tesla, and $\gamma>0$. The layer is a single domain at zero temperature, without applied field, and $a$ does not depend on $\mathbf m$. Then
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m}+\gamma a\,\mathbf m\times(\mathbf p\times\mathbf m),
\label{eq:llg}
\end{equation}
with $\mathbf H=H_Km_x\hat{\mathbf x}-Mm_z\hat{\mathbf z}$. With $\phi$ the azimuth of $\mathbf m$, the polar and azimuthal components of \eqref{eq:llg} are
\begin{align}
\dot m_z&=\gamma H_Km_xm_y+(1-m_z^2)(\alpha\dot\phi+\gamma a),\label{eq:z}\\
\dot\phi&=-\gamma m_z(M+H_K\cos^2\phi)-\frac{\alpha\,\dot m_z}{1-m_z^2}.\label{eq:phi}
\end{align}
Apart from the small damping term, the azimuth decreases for $m_z>0$.

At rest, away from the poles, \eqref{eq:phi} gives $m_z=0$. Then $m_xm_y=\tfrac12\sin2\phi$, and \eqref{eq:z} gives
\begin{equation}
\sin2\phi_0=-\frac{2a}{H_K}. \label{eq:rest}
\end{equation}
To find which solutions are stable, set $\phi=\phi_0+\delta$ and keep first order in $\delta$ and $m_z$. With $G=M+H_K\cos^2\phi_0$ and $K=H_K\cos2\phi_0$,
\[
\dot m_z=\gamma K\delta+\alpha\dot\delta,\qquad \dot\delta=-\gamma Gm_z-\alpha\dot m_z .
\]
Inserting each equation into the other gives
\[
(1+\alpha^2)\dot m_z=\gamma K\delta-\alpha\gamma Gm_z,\qquad
(1+\alpha^2)\dot\delta=-\alpha\gamma K\delta-\gamma Gm_z .
\]
This linear system has trace $-\alpha\gamma(G+K)/(1+\alpha^2)$ and determinant $\gamma^2GK/(1+\alpha^2)$. For $K>0$ the trace is negative and the determinant positive, so the state is stable. For $K<0$ the determinant is negative and the state is a saddle. Stable states and saddles merge when $\cos2\phi_0=0$, which by \eqref{eq:rest} happens at
\begin{equation}
a_c=\frac{H_K}{2}. \label{eq:ac}
\end{equation}
Above $a_c$ no in-plane rest state is left. Damping does not enter this threshold. It applies when the current is raised slowly, so that $\mathbf m$ follows the shifting rest state. A current switched on at once releases $\mathbf m$ from the easy axis, away from $\phi_0$, and can push it out earlier: for $H_K\ll M$ and vanishing damping, from about $0.725\,a_c$.

\section{Energy gained and lost}

The magnetic energy divided by the magnetic moment is
\begin{equation}
e=\tfrac12Mm_z^2-\tfrac12H_Km_x^2,\qquad \mathbf H=-\frac{\partial e}{\partial\mathbf m},\qquad \dot e=-\mathbf H\cdot\dot{\mathbf m}. \label{eq:e}
\end{equation}
Since $\mathbf m\times(\mathbf p\times\mathbf m)=-\mathbf m\times(\mathbf m\times\mathbf p)$, equation \eqref{eq:llg} can be written with one common cross product:
\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\Big[\mathbf H+a\,\mathbf m\times\mathbf p-\frac{\alpha}{\gamma}\dot{\mathbf m}\Big].
\]
A cross product is perpendicular to its factors, so $\dot{\mathbf m}$ is perpendicular to the bracket. Their scalar product therefore vanishes, and with \eqref{eq:e}
\begin{equation}
\dot e=a\,\dot{\mathbf m}\cdot(\mathbf m\times\mathbf p)-\frac{\alpha}{\gamma}|\dot{\mathbf m}|^2
=-a(1-m_z^2)\dot\phi-\frac{\alpha}{\gamma}|\dot{\mathbf m}|^2. \label{eq:power}
\end{equation}
The second form uses $\dot{\mathbf m}\cdot(\mathbf m\times\mathbf p)=-(\mathbf m\times\dot{\mathbf m})_z=-(1-m_z^2)\dot\phi$. For $a>0$ the torque feeds precession with $m_z>0$, where $\dot\phi<0$, and brakes precession with $m_z<0$.

\section{The lowest precessing orbit}

Without torque and damping $e$ is conserved. Putting $m_x^2=(1-m_z^2)\cos^2\phi$ into \eqref{eq:e} and solving for $m_z^2$ gives
\begin{equation}
m_z^2=\frac{2e+H_K\cos^2\phi}{M+H_K\cos^2\phi}. \label{eq:orbit}
\end{equation}
For $e>0$, $m_z$ never vanishes and $\mathbf m$ circles the normal: this is out-of-plane precession. For $e<0$ the azimuth is confined to a valley around $+x$ or $-x$. The boundary is $e=0$, where $m_z=\sqrt{H_K/M}\,|m_x|$ on the upper side. It consists of two half great circles that meet at the saddles $\pm\hat{\mathbf y}$.

Take the half with $m_x>0$. Its plane is tilted from the layer by the angle $\chi$, with
\begin{equation}
\tan\chi=\sqrt{\frac{H_K}{M}},\quad \cos\chi=\sqrt{\frac{M}{M+H_K}},\quad \sin\chi=\sqrt{\frac{H_K}{M+H_K}}. \label{eq:chi}
\end{equation}
With an angle $u$ along the circle,
\begin{equation}
\mathbf m=(\cos\chi\cos u,\ \sin u,\ \sin\chi\cos u),\qquad \mathbf n=(-\sin\chi,\,0,\,\cos\chi), \label{eq:circle}
\end{equation}
where $\mathbf n=\mathbf m\times d\mathbf m/du$ is the unit normal of its plane. From \eqref{eq:chi}, $H_K\cos\chi=\sqrt{H_KM}\sin\chi$ and $M\sin\chi=\sqrt{H_KM}\cos\chi$, so the field on the circle is
\[
\mathbf H=\cos u\,(H_K\cos\chi,\,0,\,-M\sin\chi)=-\sqrt{H_KM}\,\cos u\;\mathbf n .
\]
It is normal to the plane of the orbit. Since $\mathbf m\times\mathbf n=-d\mathbf m/du$, the undamped motion $\dot{\mathbf m}=-\gamma\mathbf m\times\mathbf H$ becomes
\begin{equation}
\dot u=-\gamma\sqrt{H_KM}\,\cos u,\qquad \cos u=\frac1{\cosh\tau},\quad \sin u=-\tanh\tau, \label{eq:sech}
\end{equation}
with $\tau=\gamma\sqrt{H_KM}\,t$. The orbit leaves one saddle at $t\to-\infty$ and reaches the other at $t\to+\infty$.

\section{The retrapping torque}

With weak torque and damping the saddles move slightly, by \eqref{eq:rest}, but they remain opposite each other and have equal energy. At the threshold the orbit that leaves one saddle just reaches the next. The gain and loss in \eqref{eq:power} must then cancel over this half turn. Both are already of first order in $a$ and $\alpha$, so to that order they may be evaluated on the undamped orbit \eqref{eq:circle}.

For the gain, $-(\mathbf m\times\dot{\mathbf m})_z=-n_z\dot u=\cos\chi\,|\dot u|$. For the loss, $|\dot{\mathbf m}|=|\dot u|$, and one factor $|\dot u|\,dt$ is $|du|$. Hence
\begin{align}
\text{gain}&=a\cos\chi\int_{-\pi/2}^{\pi/2}du=\pi a\cos\chi,\label{eq:gain}\\
\text{loss}&=\frac{\alpha}{\gamma}\int|\dot u|\,|du|=\alpha\sqrt{H_KM}\int_{-\pi/2}^{\pi/2}\cos u\,du=2\alpha\sqrt{H_KM}.\label{eq:loss}
\end{align}
Equating them and using $1/\cos\chi=\sqrt{(M+H_K)/M}$ gives
\begin{equation}
a_r=\frac{2\alpha}{\pi}\sqrt{H_K(H_K+M_{\rm eff})}\;\xrightarrow{\;H_K\ll M_{\rm eff}\;}\;\frac{2\alpha}{\pi}\sqrt{H_KM_{\rm eff}}. \label{eq:ar}
\end{equation}
The form on the right is the limit of a weak easy axis. It agrees with the opening picture: on the lowest orbit $m_z\approx\sqrt{H_K/M}\,|\cos\phi|$, whose mean over angle is $(2/\pi)\sqrt{H_K/M}$, and \eqref{eq:free} turns this mean into $a_r$.

The difference matters when $H_K$ is not small. For $H_K/M=0.5$ and $\alpha=0.01$ the threshold can be found numerically from \eqref{eq:llg}: start next to a saddle, integrate until $\mathbf m$ either passes the opposite saddle or falls back through the plane, and bisect on $a$. This shooting method gives $1.225$ times the limiting form, in line with the factor $\sqrt{1+H_K/M}=\sqrt{1.5}$.

\section{Stability above threshold}

For an orbit of energy $e>0$, let $a_b(e)$ be the torque at which gain and loss balance:
\begin{equation}
a_b(e)=\frac{\alpha}{\gamma}\,\frac{\oint|\dot{\mathbf m}|^2dt}{\oint(1-m_z^2)\,|d\phi|}. \label{eq:ab}
\end{equation}
If $a_b$ rises with $e$, an orbit slightly above balance loses energy and one slightly below gains it, so precession is stable.

For $H_K\ll M$ and small $m_z$ the rise can be proved. Here $|\dot{\mathbf m}|\approx|\dot\phi|$ and, from \eqref{eq:phi} and \eqref{eq:orbit}, $|\dot\phi|=\gamma\sqrt{M(2e+H_K\cos^2\phi)}$. Over half a turn
\begin{equation}
a_b=\frac{\alpha}{\pi\gamma}\int_0^\pi|\dot\phi|\,d\phi,\qquad
\frac{da_b}{de}=\frac{\alpha\gamma M}{\pi}\int_0^\pi\frac{d\phi}{|\dot\phi|}>0, \label{eq:rise}
\end{equation}
because $\partial|\dot\phi|/\partial e=\gamma^2M/|\dot\phi|$. The last integral is the duration of half a turn. It diverges as $e\to0$, so the precession frequency falls to zero at retrapping.

At the other end the orbit shrinks to the pole. There $\dot m_x=\gamma Mm_y$ and $\dot m_y=-\gamma(M+H_K)m_x$, which describe an ellipse with axis ratio $k=\sqrt{(M+H_K)/M}$ and angular frequency $\omega=\gamma Mk$. For amplitude $A$ along $x$ and period $T$, the loss is $(\alpha/\gamma)A^2\omega^2(1+k^2)T/2$ and the gain is $aA^2k\omega T$. Their balance gives
\begin{equation}
a_{\rm top}=\frac{\alpha\omega(1+k^2)}{2\gamma k}=\alpha\Big(M+\frac{H_K}{2}\Big). \label{eq:top}
\end{equation}
If $a_b$ rises all the way, precession exists for $a_r<a<a_{\rm top}$; at larger torque a precessing $\mathbf m$ settles at the pole. The rise is not general. Quadrature of \eqref{eq:ab} finds it at $H_K/M=0.5$ and $1$, but at $H_K/M=2$ the curve first dips below $a_r$, and at $5.5$ the value $a_r$ exceeds $a_{\rm top}$. For so strong an easy axis, \eqref{eq:ar} gives only the torque at which the saddles connect, not the lower limit of precession. If $a_{\rm top}<a_c$, a magnetization at rest in the plane can still stay there until $a_c$ is reached.

\section{What weak damping means}

For $H_K\ll M$ and small $m_z$, \eqref{eq:phi} reduces to $\dot\phi=-\gamma Mm_z$, and \eqref{eq:z} to $\dot m_z=\tfrac12\gamma H_K\sin2\phi+\alpha\dot\phi+\gamma a$. Put $\psi=-2\phi$, so that $\dot\psi=2\gamma Mm_z$, and differentiate once more:
\[
\ddot\psi=-\gamma^2H_KM\sin\psi-\alpha\gamma M\dot\psi+2\gamma^2Ma .
\]
Division by $\gamma^2H_KM$, with primes for derivatives with respect to $\tau$, gives a driven pendulum:
\begin{equation}
\psi''+\beta\psi'+\sin\psi=\frac{2a}{H_K},\qquad \beta=\alpha\sqrt{\frac{M}{H_K}},\qquad \frac{a_r}{a_c}=\frac{4\beta}{\pi}. \label{eq:pend}
\end{equation}
The last relation follows from \eqref{eq:ac} and the limit in \eqref{eq:ar}. The derivation requires $\beta\ll1$, which is stricter than $\alpha\ll1$ because $M/H_K$ is large.

The order of the first correction follows from a symmetry. Equations \eqref{eq:z} and \eqref{eq:phi} keep their form when $t$, $\phi$, $\alpha$ and $a$ all change sign. The threshold torque is thus an odd function of $\alpha$, and if it has a power series, the relative correction to \eqref{eq:ar} starts at second order, as $\beta^2$ in the pendulum limit.

Extrapolated beyond its range, \eqref{eq:pend} would close the hysteresis loop at $\beta=\pi/4\approx0.79$. Shooting with the full equation at fixed $H_K/M=0.0178$ still gives $a_r=0.86\,a_c$ at $\beta=0.8$. At $\beta=1.4$ it finds no precession up to $0.999\,a_c$, the largest torque tried. At that torque precession still persists at $\beta=1.15$ and is gone at $\beta=1.2$. The loop therefore survives to about one and a half times the extrapolated limit.

\section{A nanopillar in numbers}

Consider a metallic spin-valve nanopillar with an in-plane free layer and a perpendicular polarizer. The following round values are assumed for illustration, with $H_K$ chosen independently of the layer's shape: $M_{\rm eff}=0.90$~T, $H_K=16$~mT, $\alpha=0.012$, saturation magnetization $M_s=800$~kA/m, and an elliptical layer of $120\times60$~nm with thickness $d=3$~nm. Then $\sqrt{H_KM}=120$~mT, $\beta=0.012\times\sqrt{0.90/0.016}=0.090$, and
\[
a_r\approx\frac{2\times0.012}{\pi}\times120\ \text{mT}=0.917\ \text{mT},\qquad a_c=\frac{16\ \text{mT}}{2}=8.0\ \text{mT}.
\]
The general form in \eqref{eq:ar} gives $0.925$~mT, and shooting gives $0.923$~mT, which is $0.21\%$ below the general form. With $\alpha$ halved the difference is $0.052\%$, four times smaller, as a correction of second order should be.

To convert to current density $J$, note that electrons arrive at the rate $J/e_0$ per area, with $e_0$ the elementary charge, and each delivers on average $\eta\hbar/2$ of angular momentum. The layer holds $M_sd/\gamma$ per area. The resulting rate is $\gamma a$, so
\begin{equation}
a=\frac{\hbar\eta J}{2e_0M_sd}. \label{eq:J}
\end{equation}
For an efficiency $\eta=0.30$ and zero temperature, switching out of the plane occurs at $19.45$~MA/cm$^2$ and retrapping at $2.25$~MA/cm$^2$. Over the area of the ellipse these are $1.10$~mA and $0.127$~mA, a ratio of $8.65$.

Numerical integration of \eqref{eq:llg} shows the loop. At $0.5\,a_c$ a magnetization started near its rest state stays at rest, while one started at $m_z=0.5$ keeps precessing at $9.3$~GHz. Just above switching, at $1.01\,a_c$, the mean $m_z$ is $0.742$, against $0.748$ from \eqref{eq:free}, and the frequency is $18.9$~GHz. At $1.03\,a_r$ it has dropped to $1.5$~GHz, and at $0.97\,a_r$ precession stops. Quadrature of \eqref{eq:ab} at forty energies between the two ends gives an $a_b$ that rises from each energy to the next. The upper end \eqref{eq:top} is $10.9$~mT, above $a_c$, so switching leads to precession and not to the pole. This outcome depends on the assumed $H_K$. The shape of a uniformly magnetized ellipse of these dimensions would by itself give $H_K\approx45$~mT. With $M_{\rm eff}$ and $\alpha$ unchanged, $a_c\approx23$~mT would then exceed $a_{\rm top}\approx11$~mT, and slow switching would end at the pole. The numbers here therefore illustrate the formulas and do not predict the currents of a real pillar of this shape.

A rotation by $180^\circ$ about $z$ leaves \eqref{eq:llg} unchanged, so the two valleys are equivalent. The threshold says when precession stops, not which valley receives the magnetization.

\section{What a real device changes}

Two changes to the retrapping torque are computed below, and the thermal one is the larger. The barrier between the valleys without current is $M_sVH_K/2=26\,k_BT$ at $300$~K, with $V$ the layer volume. Precession near $a_r$ is protected far less. Thermal agitation is described by a random field added to $\mathbf H$, white in time, with strength $2\alpha k_BT/(\gamma M_sV)$ for each component. The equation was integrated in steps of $2$~ps for $20$~ns, with $199$ runs at each torque, all starting from steady precession. A run counts as retrapped if it ends with $e<0$.

\begin{center}
\begin{tabular}{lccccc}
$a/a_r$ & 1.1 & 1.3 & 1.5 & 2.0 & 2.5\\
retrapped (\%) & 100 & 99.5 & 59 & 0 & 0
\end{tabular}
\end{center}

Without noise, precession persists at all five torques. At room temperature the observable retrapping current on this time scale is thus about one and a half times the value from \eqref{eq:ar}, near $3.4$~MA/cm$^2$. The entry at $1.5\,a_r$ is uncertain by several points: other random sequences, with steps of $1$ or $2$~ps, give $53$ to $56\%$. Longer waiting raises the observable retrapping current, since rarer fluctuations then suffice: after $50$~ns about $85\%$ of runs are retrapped at $1.5\,a_r$ and about $20\%$ at $1.7\,a_r$. No retrapping in $199$ runs does not exclude rare events at $2\,a_r$. The zero-temperature formula should therefore not be used alone as the lower limit for holding a device in precession. The same noise lowers the switching current, because the current reduces the barrier around the rest state. Of $140$ runs started at rest, none has switched after $20$~ns at $0.5\,a_c$, about $15\%$ have at $0.65\,a_c$, and nearly all have at $0.8\,a_c$. On this time scale the ratio of switching to retrapping current is thus near $4$ rather than $8.65$.

The torque efficiency of a metallic spin valve also depends on angle. If $a$ is replaced by $a/(1+cm_z)$ with small $cm_z$, the gain \eqref{eq:gain} becomes
\[
a\cos\chi\int_{-\pi/2}^{\pi/2}(1-c\sin\chi\cos u)\,du=a\cos\chi\,(\pi-2c\sin\chi),
\]
and $a_r$ rises by the fraction $(2c/\pi)\sin\chi$. For $c=0.5$ and $\chi=7.6^\circ$ this is $4.2\%$; shooting gives $4.1\%$. The effect is small because the lowest orbit stays close to the plane.

The current's own magnetic field, for a long uniform elliptical column with semi-axes $r_1$ and $r_2$, is $\mu_0Jr_1r_2/(r_1+r_2)$ at the tips. This is $0.57$~mT at retrapping but $4.9$~mT at switching, a considerable fraction of $H_K$. It has opposite signs on opposite sides and averages to zero over the layer, so it acts by bending the magnetization out of uniformity.

How well exchange resists such bending can be estimated from the field $2A(\pi/L)^2/M_s$ of a half wave along the length $L$. For an exchange stiffness $A=10$~pJ/m and $L=120$~nm it is $17$~mT; the lowest non-uniform exchange mode of the ellipse itself gives $24$~mT. Both are comparable with $H_K$. The single-domain assumption is therefore not secure for this pillar. Non-uniform motion could open further channels of energy loss, and its effect on $a_r$ would have to be found from a spatially resolved calculation.
